\section*{A Split Ring Resonance Need Not Mean Two Transverse Modes}

\section*{Two dips where one was expected}

Q: My silicon ring shows two close dips where I expected one. One mode gives one resonance, so the waveguide must carry two transverse modes. I see no other reading.

A: Two transverse modes are one possible reading. But count the states first. Suppose the waveguide guides one transverse mode in one polarization. Around the ring, with angle $\theta$, the field must repeat after $2\pi$. Both $e^{im\theta}$ and $e^{-im\theta}$ do so, and without scattering they have the same frequency. One transverse mode therefore supplies two states at each order $m$: a clockwise and a counterclockwise wave.

Q: They are degenerate, though. Two states at one frequency still make one dip.

A: They do until something couples them. Sidewall roughness can, because it reflects light. Take a scalar, nondispersive model with real permittivity $\bar\varepsilon[1+f(\theta)]$, $|f|\ll1$, and let $k$ be $\omega/c$ times the ring radius:
\begin{equation}
-\frac{d^2E}{d\theta^2}=k^2\bar\varepsilon\,[1+f(\theta)]\,E,\qquad
f_q=\frac1{2\pi}\int_0^{2\pi}f(\theta)e^{-iq\theta}\,d\theta .
\end{equation}
Insert $E=a\,e^{im\theta}+b\,e^{-im\theta}$, neglecting other orders, which matter only at second order in $f$. Multiply by $e^{-im\theta}$ and average over the ring, then repeat with $e^{im\theta}$. Since $f$ is real, $f_{-2m}=f_{2m}^*$, and
\begin{align}
m^2a&=k^2\bar\varepsilon\,[(1+f_0)a+f_{2m}b],\\
m^2b&=k^2\bar\varepsilon\,[(1+f_0)b+f_{2m}^*a].
\end{align}
Write $f_{2m}=|f_{2m}|e^{i\varphi}$. The solutions have $b=\pm e^{-i\varphi}a$, for which both lines become $m^2=k^2\bar\varepsilon(1+f_0\pm|f_{2m}|)$. With $k_m=m/\sqrt{\bar\varepsilon}$ and $(1+u)^{-1/2}\simeq1-u/2$,
\begin{equation}
\frac{k-k_m}{k_m}=\frac{\delta\omega}{\omega}\simeq-\frac{f_0\pm|f_{2m}|}{2}.
\end{equation}
The mean $f_0$ moves both lines together. The component $f_{2m}$ separates them by the relative amount $|f_{2m}|$ in this nondispersive model. In a dispersive waveguide, with $f$ the relative change of $n_{\rm eff}^2$ at fixed frequency, $k\,n_{\rm eff}$ varies with frequency through the group index $n_g$. Both the shift and the splitting are then multiplied by $n_{\rm eff}/n_g$, about $0.57$ for $n_{\rm eff}=2.4$ and $n_g=4.2$. No second transverse mode has entered.

Q: What do the two new modes look like?

A: For the upper sign choose $a=e^{i\varphi/2}$, so $b=e^{-i\varphi/2}$ and $E=2\cos(m\theta+\varphi/2)$. The lower sign gives a sine with the same argument. These are standing waves. The relevant part of the permittivity is $2|f_{2m}|\cos(2m\theta+\varphi)$, and the cosine wave has intensity proportional to $1+\cos(2m\theta+\varphi)$. Its antinodes lie where the permittivity is high, which lowers its frequency.

A point scatterer at $\theta_s$ with $f_0>0$ makes this plain. It has $f_{2m}=f_0e^{-2im\theta_s}$, so $|f_{2m}|=f_0$ and the relative shifts are $-f_0$ and $0$. The unmoved wave has its node at the scatterer. In a numerical diagonalization with $f_0=10$ ppm, one wave moved by $-10.000$ ppm and the other by less than $0.001$ ppm.

\section*{From a reflection to a frequency splitting}

Q: Roughness reflects very little. Can that separate the lines enough to see?

A: The wave meets the same reflector on every trip, so a small amplitude accumulates. Let a lossless, reciprocal reflector have amplitude $r$. With suitable reference planes it transmits each wave with $\sqrt{1-r^2}$ and feeds the opposite wave with $ir$. The sum and difference of the two waves acquire the factors
\begin{equation}
\sqrt{1-r^2}\pm ir=e^{\pm i\arcsin r}.
\end{equation}
Resonance requires the propagation phase plus $\pm\arcsin r$ to be a multiple of $2\pi$. The propagation phase changes by $2\pi$ over one free spectral range $F$, in ordinary frequency. The lines are therefore separated by
\begin{equation}
\delta\nu=\frac{F}{\pi}\arcsin r\simeq\frac{rF}{\pi}.
\end{equation}
Equivalently, each wave receives $ir$ times the other $F$ times per second, so the coupling rate is $\beta=rF$ and the splitting is $2\beta$ in angular frequency.

Take round model parameters: circumference $L=200\,\mu$m, group index $n_g=4.2$, wavelength 1550 nm and $r=0.01$, which reflects $10^{-4}$ of the power per pass. Then
\begin{align}
F&=\frac{c}{n_gL}=356.9\ \text{GHz},\\
\frac{2\beta}{2\pi}&=\frac{0.01\times356.9}{\pi}=1.136\ \text{GHz},
\end{align}
or 9.10 pm in wavelength.

Let the bus coupler take a power fraction $0.002$ per trip and the ring lose $0.004$. Multiplying by $F$ gives the energy decay rates $\kappa_e$ and $\kappa_0$:
\begin{equation}
\frac{\kappa_e}{2\pi}=0.1136\ \text{GHz},\quad
\frac{\kappa_0}{2\pi}=0.2272\ \text{GHz},\quad
\frac{\kappa}{2\pi}=\frac{\kappa_e+\kappa_0}{2\pi}=0.3408\ \text{GHz}.
\end{equation}
The loaded quality factor is $5.7\times10^5$, and the splitting is $3.33$ linewidths.

\section*{When the splitting becomes visible}

Q: So I see two dips whenever the splitting exceeds the linewidth?

A: That condition belongs to the reflected signal. Transmission has a lower threshold whenever the ring has intrinsic loss. Use the time factor $e^{-i\omega t}$, let $|a|^2$ and $|b|^2$ be stored energies and $|s|^2$ the input power, and assume equal loss in both directions and a reflection-free bus:
\begin{align}
\dot a&=-(i\omega_0+\kappa/2)a+i\beta b+\sqrt{\kappa_e}\,s,\\
\dot b&=-(i\omega_0+\kappa/2)b+i\beta a.
\end{align}
The forward output is $s-\sqrt{\kappa_e}\,a$ and the returned output is $-\sqrt{\kappa_e}\,b$, which conserves energy together with the loss $\kappa_0(|a|^2+|b|^2)$.

Set $\Delta=\omega-\omega_0$, $h=\kappa/2$ and $q=h-i\Delta$. In steady state $qb=i\beta a$ and $qa=i\beta b+\sqrt{\kappa_e}s$. Eliminating $b$ gives
\begin{equation}
a=\frac{\sqrt{\kappa_e}\,q}{D}s,\qquad b=\frac{i\beta\sqrt{\kappa_e}}{D}s,\qquad D=q^2+\beta^2 .
\end{equation}
With $x=\Delta^2$ and $S=h^2+\beta^2$, we have $D=S-x-2ih\Delta$, so
\begin{align}
|D|^2&=(S-x)^2+4h^2x=x^2+2(h^2-\beta^2)x+S^2,\\
R&=\kappa_e^2\beta^2/|D|^2 .
\end{align}
The reflected power fraction $R$ peaks where $|D|^2$ is smallest, at $x=\beta^2-h^2$ if this is positive. Two reflection peaks therefore require $2\beta>\kappa$. There $|D|^2=4h^2\beta^2$, and each peak reaches $R=(\kappa_e/\kappa)^2$.

For the transmitted fraction $T$, energy balance gives $1-T=R+\kappa_0(|a|^2+|b|^2)/|s|^2$. Since $|q|^2=h^2+x$,
\begin{equation}
1-T=\kappa_e\frac{\kappa_0x+C}{x^2+2(h^2-\beta^2)x+S^2},\qquad C=\kappa_0S+\kappa_e\beta^2 .
\end{equation}
The derivative with respect to $x$ has the sign of
\begin{equation}
-\kappa_0x^2-2Cx+\kappa_0S^2-2C(h^2-\beta^2).
\end{equation}
For $x>0$ this expression decreases, so it has at most one zero. Two dips occur when its value at $x=0$ is positive:
\begin{equation}
\kappa_0S^2>2C(h^2-\beta^2).
\end{equation}

Q: Where does that put the threshold?

A: It depends on the bus coupling. For $\kappa_e\ll\kappa_0$, $C\simeq\kappa_0S$. The condition becomes $h^2+\beta^2>2h^2-2\beta^2$, or $2\beta>\kappa/\sqrt3\simeq0.577\kappa$.

For $\kappa_e=\kappa_0=h$, $C=h(h^2+2\beta^2)$, and
\begin{align}
(h^2+\beta^2)^2&>2(h^2+2\beta^2)(h^2-\beta^2),\\
h^4+2h^2\beta^2+\beta^4&>2h^4+2h^2\beta^2-4\beta^4,\\
5\beta^4&>h^4 .
\end{align}
Thus $2\beta>\kappa/5^{1/4}\simeq0.669\kappa$. A separate steady-state calculation, following the waves through coupler, ring and reflector, gave one feature 5\% below each of the three thresholds and two features 5\% above. For $\kappa_0\to0$, $C\to\kappa_e\beta^2$ and the transmission condition becomes $2\beta>\kappa$, the same as for reflection. These thresholds mark only where the curvature at the centre changes sign: 5\% above either of the two transmission thresholds $0.577\kappa$ and $0.669\kappa$, the central bump is about 0.1\% of the dip depth, so a measurable doublet needs a larger splitting. A single dip therefore does not show that backscattering is absent.

Q: What should the example ring show?

A: Dips at $\pm0.563$ GHz with $T=0.437$, and $T=0.893$ between them. Without backscattering the same ring has one dip down to $0.111$. In this ring the split dips are shallower. The input feeds both standing waves, as partial fractions show:
\begin{equation}
\frac{q}{D}=\frac12\left[\frac1{q+i\beta}+\frac1{q-i\beta}\right].
\end{equation}
Each line carries half the weight. At $\Delta=\beta$ the first term equals $1/h$; neglecting the other gives a transmission amplitude $1-\kappa_e/\kappa=2/3$, hence $T\simeq4/9=0.44$. The unsplit ring has amplitude $1-2\kappa_e/\kappa=1/3$ and $T=1/9$. The comparison depends on the bus coupling: for $\kappa_e>2\kappa/3$, well-separated split dips are deeper than the unsplit one.

The reflection peaks lie at $\pm\sqrt{0.5680^2-0.1704^2}=\pm0.542$ GHz, with $R=0.111=(1/3)^2$. Neither pair of extrema lies precisely at $\pm\beta/2\pi=\pm0.568$ GHz, so the distance between dips or peaks is not quite the splitting.

\section*{Telling the two explanations apart}

Q: My doublet could still come from two transverse modes. How would I know?

A: Look first at light returned to the input. Two uncoupled transverse families without backscattering send none back, since nothing drives their counterpropagating waves. Reflection peaks at the doublet show that the counterpropagating wave is fed. They show backscattering in the ring once bus reflections and back-coupling in the coupler, which returns light at resonance even for $\beta=0$, are excluded. They do not rule out further transverse modes, which may backscatter too.

Then follow the doublet to neighbouring orders. Two transverse families have free spectral ranges $F_1$ and $F_2$, so their separation changes by about $F_2-F_1$ per order. Suppose a second family with group index $3.9$ imitates the doublet at one order. Its range is $384.35$ GHz, so the change is $384.35-356.90=27.45$ GHz. With dispersion included, the separations at relative orders $-1,0,+1$ are $-26.3$, $1.1$ and $28.6$ GHz; the minus sign means that the lines have changed places. This test loses force if the group indices are nearly equal.

Q: Then a backscattering doublet should have the same splitting at every order?

A: For a lumped reflector with constant $r$ and $F$, yes. For distributed roughness, no: each order samples a different component $f_{2m}$. A separate model ring with random permittivity, of relative rms $2\times10^{-4}$ on 400 points, gave relative splittings of 8.26, 20.28, 11.22 and 6.10 ppm for $m=20$ to $23$. They agree with $|f_{2m}|$ to within 0.004 ppm. Removing only the component $2m$ for $m=21$ reduced that splitting from 20.28 to 0.002 ppm. The splitting can thus be irregular while the doublet centres, shifted together by $f_0$, follow one comb.

Q: Is there a direct way to show that the lines are standing waves?

A: Drive the ring from both ends of the bus. With equal inputs, in the phase reference used above, the sum $u=a+b$ obeys
\begin{equation}
(q-i\beta)u=2\sqrt{\kappa_e}\,s,\qquad
|u|^2=\frac{4\kappa_e|s|^2}{h^2+(\Delta+\beta)^2},
\end{equation}
while $a-b$ is not driven. The line at $\Delta=-\beta$ is excited. At $\Delta=+\beta$ the stored energy is smaller by the factor $1+4\beta^2/h^2=1+(4\beta/\kappa)^2=45.4$; the wave calculation gives 45.3. Reversing the sign of one input selects the other line. In a real device the relative phase must be scanned, because it depends on where the scattering occurs.

Q: And if my two dips have different widths?

A: The model above, with a lossless reflector and equal loss in both directions, does not give that. The combinations $a\pm b$ have complex frequencies $\omega_0\mp\beta-i\kappa/2$, with equal widths for real $\beta$. If the scatterer absorbs or radiates, $\beta$ can acquire an imaginary part, and the widths then differ. A coupler that also feeds the backward wave, with relative amplitude $\epsilon$, does the same with a lossless scatterer. For a suitable phase the two standing waves decay into the bus at $\kappa_e(1\pm\epsilon)^2$, which for $\epsilon=0.1$ gives widths of $0.365$ and $0.319$ GHz in the example ring. Unequal widths alone therefore do not establish two transverse modes either. The returned light and the behaviour over several orders are the better evidence. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
Circumference: 200 um; group index: 4.2
Wavelength: 1550 nm; optical frequency: 193414 GHz
Bus power coupling K: 0.002; round-trip power loss A: 0.004
Reflector amplitude r: 0.010; reflected power r^2: 1.0e-04
Free spectral range: 356.90 GHz
kappa_e/2pi: 0.1136 GHz; kappa_0/2pi: 0.2272 GHz
Total linewidth kappa/2pi: 0.3408 GHz
Loaded Q: 5.675e+05
beta/2pi: 0.5680 GHz
Splitting 2 beta/2pi: 1.1360 GHz
Splitting from round-trip eigenphases: 1.1361 GHz
Splitting in wavelength: 9.10 pm
Splitting / linewidth: 3.333
Transmission dips at +/- 0.5626 GHz, T = 0.4368
Transmission at centre: 0.8927
Minimum transmission without backscattering: 0.1114
Reflection peaks at +/- 0.5418 GHz, R = 0.1110
Peak reflection formula (kappa_e/kappa)^2: 0.1111
Reflection at centre: 0.0337
Largest coupled-mode error in T: 3.6e-04; in R: 1.5e-04
Two-sided drive, energy ratio of the lines: 45.30
Energy ratio from formula: 45.44
Threshold 2beta/kappa, reflection: 1.0000
  features 5% below: 1; 5% above: 2
Threshold 2beta/kappa, transmission, weak bus coupling: 0.5774
  features 5% below: 1; 5% above: 2
Threshold 2beta/kappa, transmission, kappa_e = kappa_0: 0.6687
  features 5% below: 1; 5% above: 2
Second transverse family: group index 3.9, FSR 384.35 GHz
Difference of the two FSRs: 27.45 GHz
Transverse-family separation, relative order -1: -26.33 GHz
Transverse-family separation, relative order +0: 1.14 GHz
Transverse-family separation, relative order +1: 28.58 GHz
Rough ring: 400 points, relative permittivity rms 2.0e-04
m=20: relative splitting 8.263 ppm, |f_2m| 8.263 ppm
m=21: relative splitting 20.278 ppm, |f_2m| 20.275 ppm
m=22: relative splitting 11.215 ppm, |f_2m| 11.216 ppm
m=23: relative splitting 6.102 ppm, |f_2m| 6.101 ppm
Component 2m removed for m=21: 20.278 -> 0.0023 ppm
Point scatterer, m=20, mean f: 10.000 ppm
  antinode-mode shift: -10.000 ppm
  node-mode shift below 0.001 ppm: True
\end{verbatim}
